# Growth of a Clamped Circular Blister under Pressure or Volume Control

## Problem

A thin film of thickness \(h\) is bonded to a flat substrate. Over a circle of radius \(a\) the bond has failed, and a fluid lifts the film there with a uniform excess pressure \(p\) above the pressure outside. Treat the detached film as a linear elastic plate of bending stiffness \(D\), clamped at \(r=a\) to a rigid substrate. Assume \(h\ll a\), a central deflection \(w_0\ll h\), no stress in the flat film, and a front that stays circular and moves slowly.

The energy release rate \(G\) is the energy given up by the film and its loading system together, per unit of newly detached area.

(a) Find the deflection, the blister volume \(V\) and the strain energy.

(b) Show that \(G\) grows as \(a^4\) when \(p\) is held fixed, but falls as \(a^{-8}\) when the injected volume is held fixed. Find both prefactors, and explain how the two laws can describe the same blister.

(c) Obtain \(G\) again from the bending at the rim alone.

(d) The interface needs a constant energy \(\Gamma\) per unit area to separate. Decide whether growth is stable under each control.

(e) Real injected fluid is compressible. Find the exponent when a supply line stores some of it, and when the blister holds a fixed amount of gas instead.

(f) A (001) silicon layer with \(h=10\) µm is bonded to a silicon wafer and lifted by water over \(a=300\) µm at \(p=0.15\) MPa. Take \(\Gamma=0.05\) J/m², rough elastic constants \(C_{11},C_{12},C_{44}=166,64,80\) GPa, and a rough bulk modulus of 2.2 GPa for water. Evaluate the results and estimate what the model neglects.

## Solution

### (a) Shape, volume and energy

For an isotropic film, \(D=Bh^3/12\) with \(B=E/(1-\nu^2)\), where \(E\) is Young's modulus and \(\nu\) Poisson's ratio. The problem is classical, so the formulas below keep their form in atomic units; no \(\hbar\) or electron mass enters.

Vertical equilibrium of the plate requires
\[
D\nabla^4 w=p .
\]
For a radial power, \(\nabla^2 r^n=n^2r^{n-2}\). Hence \(\nabla^4r^4=16\cdot4=64\), and \(pr^4/(64D)\) is a particular solution. The radial solutions of \(\nabla^4w=0\) are \(1\), \(r^2\), \(\ln r\) and \(r^2\ln r\). The third diverges at the centre, and the fourth belongs to a point force there. Neither is present, so
\[
w=\frac{pr^4}{64D}+c_0+c_2r^2 .
\]
The clamp sets \(w'(a)=0\), which gives \(c_2=-pa^2/(32D)\). Then \(w(a)=0\) gives \(c_0=pa^4/(64D)\). The three terms form a square:
\[
w(r)=\frac{p}{64D}(a^2-r^2)^2,\qquad w_0=\frac{pa^4}{64D}.
\]

With \(s=a^2-r^2\) and \(2r\,dr=-ds\), the volume is
\[
V=\int_0^a 2\pi r\,w\,dr=\frac{\pi p}{64D}\int_0^{a^2}s^2ds=\frac{\pi pa^6}{192D}.
\]
Write this as \(V=Cp\), with the compliance
\[
C(a)=\frac{\pi a^6}{192D}.
\]
If the blister is filled slowly at fixed \(a\), the pressure rises in proportion to the volume. The work done becomes strain energy:
\[
U=\int_0^V \frac{V'}{C}\,dV'=\frac{V^2}{2C}=\frac{pV}{2}.
\]

### (b) The two growth laws

Let \(A=\pi a^2\) be the detached area, so that \(dA=2\pi a\,da\).

**Fixed pressure.** When the blister grows, the pressure source does work \(p\,dV\). The energy of film and source together is
\[
\Pi=U-pV=-\tfrac12Cp^2 .
\]
With \(p\) constant,
\[
G=-\frac{d\Pi}{dA}=\frac{p^2}{2}\frac{dC}{dA}.
\]
The compliance derivative is
\[
\frac{dC}{dA}=\frac{1}{2\pi a}\,\frac{6\pi a^5}{192D}=\frac{a^4}{64D},
\]
and therefore
\[
G=\frac{p^2a^4}{128D}\qquad(p\ \text{fixed}).
\]

**Fixed volume.** If the fluid is incompressible and none is stored elsewhere, the injected volume equals the blister volume. Once injection stops, the source does no work, and the released energy comes from the film:
\[
G=-\left.\frac{dU}{dA}\right|_V=-\frac{1}{2\pi a}\frac{d}{da}\left(\frac{96DV^2}{\pi a^6}\right)
=\frac{1}{2\pi a}\,\frac{576DV^2}{\pi a^7}.
\]
This is
\[
G=\frac{288DV^2}{\pi^2a^8}\qquad(V\ \text{fixed}).
\]

The two expressions agree in any given state. Differentiating \(V^2/(2C)\) at fixed \(V\) gives
\[
G=\frac{V^2}{2C^2}\frac{dC}{dA}=\frac{p^2}{2}\frac{dC}{dA},
\]
which is the fixed-pressure result. The control therefore does not change the driving force at the present radius. It changes what happens next: at fixed volume \(p=V/C\propto a^{-6}\), so \(p^2\) supplies a factor \(a^{-12}\), which turns \(a^4\) into \(a^{-8}\).

The exponents were also found without using the deflection formula. The plate energy was minimized numerically over a set of polynomial shapes, and \(G\) was taken from energy differences between neighbouring radii. Between 200 and 450 µm this gave exponents 4.0000 and −8.0000.

### (c) The view from the rim

Differentiating the deflection twice,
\[
w'=-\frac{p}{16D}\,r(a^2-r^2),\qquad w''=-\frac{p}{16D}(a^2-3r^2),
\]
so the radial curvature at the rim is \(\kappa=w''(a)=pa^2/(8D)\). The other curvature, \(w'/r\), vanishes there, and the bending moment per unit length is \(M=D\kappa\).

Now detach a narrow ring of width \(\delta a\), but at first hold it flat. This takes a moment \(D\kappa\) per unit length at its inner edge. Release the ring slowly. The holding moment falls linearly to zero while the edge turns through \(\kappa\,\delta a\). The work recovered per unit length is \(\tfrac12D\kappa\cdot\kappa\,\delta a\). The shear force acts through a deflection of order \(\delta a^2\) and drops out as \(\delta a\to0\). Dividing by \(\delta a\),
\[
G=\tfrac12D\kappa^2=\frac{D}{2}\left(\frac{pa^2}{8D}\right)^2=\frac{p^2a^4}{128D}.
\]
The rim senses the moment and nothing else about the loading, which is why the present \(G\) cannot depend on the control.

### (d) Stability

The front can advance when \(G\ge\Gamma\). At fixed pressure, \(G=\Gamma\) at
\[
a_c=\left(\frac{128D\Gamma}{p^2}\right)^{1/4}.
\]
Smaller blisters stay as they are. A larger one grows, and since growth raises \(G\) further, it runs away for as long as the source keeps up the pressure and the model holds.

At fixed volume, growth lowers \(G\). A front released at radius \(a\) with \(G>\Gamma\) reaches equilibrium where \(G(a/a_f)^8=\Gamma\), that is, at
\[
a_f=a\left(\frac{G}{\Gamma}\right)^{1/8}.
\]
The eighth root makes this growth small: doubling \(G/\Gamma\) moves \(a_f\) by 9%.

If fluid is instead injected slowly, the front keeps \(G=\Gamma\) throughout. The two forms of \(G\) then give
\[
a=\left(\frac{288D}{\pi^2\Gamma}\right)^{1/8}V^{1/4},\qquad p=\frac{\sqrt{128D\Gamma}}{a^2}.
\]
The pressure falls as the blister grows. This also shows why holding the pressure is dangerous: it denies the system the drop that equilibrium requires.

### (e) Compressible fluid

**A supply line.** Let a rigid line of volume \(V_L\) hold liquid of bulk modulus \(K\). Under pressure it stores an extra volume \(C_Lp\), with \(C_L=V_L/K\). The source is closed, so the total \((C+C_L)p\) is fixed, while \(G=\tfrac12p^2\,dC/dA\) still holds. Since \(C\propto a^6\),
\[
\frac{d\ln p}{d\ln a}=-\frac{6C}{C+C_L}.
\]
The factor \(dC/dA\) contributes \(a^4\), so
\[
\frac{d\ln G}{d\ln a}=4-\frac{12C}{C+C_L}.
\]
A stiff line, \(C_L\ll C\), gives −8. A soft one, \(C_L\gg C\), behaves as a pressure source and gives +4. The sign changes at \(C_L=2C\). Because \(C\) grows as \(a^6\), a blister that starts on the unstable side passes its largest \(G\) when \(C\) reaches \(C_L/2\). It comes to equilibrium only later, when \(G\) has fallen back to \(\Gamma\).

**A fixed amount of gas.** For an ideal gas at constant temperature, \((p+p_a)V\) is constant, where \(p_a\) is the pressure outside. With \(V\propto pa^6\),
\[
(p+p_a)\,p\,a^6=\text{constant}.
\]
If \(p\ll p_a\), then \(p\propto a^{-6}\) and again \(G\propto a^{-8}\): the gas volume hardly changes. If \(p\gg p_a\), then \(p\propto a^{-3}\) and \(G\propto a^{-2}\). For any \(p\), taking the logarithmic derivative of the constant product gives
\[
\left(1+\frac{p}{p+p_a}\right)\frac{d\ln p}{d\ln a}=-6,\qquad
\frac{d\ln G}{d\ln a}=4-\frac{12(p+p_a)}{2p+p_a}.
\]
This lies between −8 and −2, so growth is always stable, but far more weakly when \(p\gg p_a\).

### (f) Silicon on silicon

**Stiffness.** Silicon is cubic, so the isotropic \(D\) needs replacing. Let \(x\) and \(y\) lie along the cube axes. A thin film has no stress normal to its plane, which gives the in-plane stiffnesses
\[
Q_{11}=C_{11}-\frac{C_{12}^2}{C_{11}},\quad Q_{12}=C_{12}-\frac{C_{12}^2}{C_{11}},\quad Q_{66}=C_{44}.
\]
The plate equation becomes
\[
\frac{h^3}{12}\left[Q_{11}(w_{xxxx}+w_{yyyy})+2(Q_{12}+2Q_{66})w_{xxyy}\right]=p .
\]
For \((a^2-x^2-y^2)^2\) the fourth derivatives are the constants 24, 24 and 8. The clamped shape found above therefore still solves the equation, with \(64B=48Q_{11}+16(Q_{12}+2Q_{66})\), or
\[
B=\frac{6Q_{11}+2Q_{12}+4Q_{66}}{8}=\frac{6C_{11}+2C_{12}+4C_{44}}{8}-\frac{C_{12}^2}{C_{11}} .
\]
In numbers, \(B=180.5-24.7=155.8\) GPa. Then \(D=Bh^3/12=1.30\times10^7\) MPa µm³. One MPa µm³ is \(10^{-12}\) J, so \(D=13.0\) µJ.

**State of the blister.** The deflection is
\[
w_0=\frac{0.15\times300^4}{64\times1.30\times10^7}=1.46\ \text{µm},
\]
or \(0.146\,h\), so the linear plate is reasonable. The volume is \(V=\pi a^2w_0/3=1.38\times10^5\) µm³, and the strain energy is \(pV/2=10.3\) nJ. The bending stress is largest at the rim, where its mean around the circle is \(6M/h^2=6pa^2/(8h^2)=101\) MPa. Because the film is anisotropic, the stress is about 9% higher than this along the diagonals between the cube axes.

Since 1 MPa µm equals 1 J/m²,
\[
G=\frac{0.15^2\times300^4}{128\times1.30\times10^7}=0.110\ \text{J/m}^2,
\]
which is 0.0068 eV/Å². This is about twice \(\Gamma\). Suppose that the front has been pinned at 300 µm and is now released. After 10% growth, to 330 µm, the two controls give
\[
p\ \text{fixed}:\ 0.1096\times1.1^4=0.16\ \text{J/m}^2,
\]
\[
V\ \text{fixed}:\ 0.1096\times1.1^{-8}=0.051\ \text{J/m}^2 .
\]
The first has moved further above \(\Gamma\); the second has almost come down to it.

At 0.15 MPa the critical radius is \(a_c=300\,(0.05/0.1096)^{1/4}=247\) µm, so the blister is already in the runaway range. At fixed volume, equilibrium lies at \(a_f=300\,(0.1096/0.05)^{1/8}=331\) µm.

The released front starts with surplus energy and may pass \(a_f\). Its kinetic energy cannot be negative, so its radius cannot exceed the root \(a>a_f\) of
\[
U(300\ \text{µm})-U(a)=\pi\Gamma\left[a^2-(300\ \text{µm})^2\right],\qquad U(a)\propto a^{-6}.
\]
The root is 370 µm. This is an upper limit that assumes no loss except \(\Gamma\); viscous flow of the water would reduce the overshoot. These radii hold for the rigid clamp. With the give at the rim estimated below, \(\delta\approx0.6\) to \(0.8\,h\), and the same starting pressure, \(a_c\) falls to about 238 µm, \(a_f\) rises to about 336 µm, and the limit rises to 382–386 µm.

**The supply line.** Here \(C=V/p=9.2\times10^5\) µm³/MPa. A line holding 1 µL, or \(10^9\) µm³, has \(C_L=10^9/2200=4.5\times10^5\) µm³/MPa. The exponent is then −4.03 instead of −8. With \(V_L=2KC=4.04\) µL it is zero, and with a larger line the blister is at first unstable although the injected amount is fixed. For these dimensions, closing a valve makes \(G\) fall from the start only if the water between valve and blister is below 4 µL. It comes near volume control, with an exponent below −7, only for \(C_L<C/11\), or less than about 0.2 µL. Flexible tubing adds to \(C_L\) and lowers both limits.

**Give at the rim.** The substrate is not rigid, and the bonded film beside the front lifts slightly. Model the bond as springs of stiffness \(k\) per unit area. At distance \(x\) outside the front, \(Dw''''=-kw\). With \(4\beta^4=k/D\) and no shear force at \(x=0\), the decaying solution is
\[
w=\frac{\kappa}{2\beta^2}e^{-\beta x}(\cos\beta x-\sin\beta x).
\]
At \(x=0\) it has deflection \(\kappa/(2\beta^2)\), slope \(-\kappa/\beta\) and curvature \(\kappa\). The parabola \(\tfrac12\kappa(x-\delta)^2\) with \(\delta=1/\beta\) has the same three values. The blister thus behaves as if it were clamped a distance \(\delta\) farther out.

To estimate \(k\), press a half-space \(z>0\) of plane modulus \(B\) with a pressure \(P\cos qx\). The stresses
\[
\sigma_{zz}=-P(1+qz)e^{-qz}\cos qx,\qquad \sigma_{xx}=-P(1-qz)e^{-qz}\cos qx
\]
follow from the Airy function \((P/q^2)(1+qz)e^{-qz}\cos qx\), and the shear stress vanishes at the surface. Integrating the normal strain over depth, the \(\sigma_{xx}\) part cancels and the surface sinks by \(2P\cos qx/(Bq)\). Hence \(k=Bq/2\). The film's own decay sets the wavenumber through \(Dq^4=k\), so \(q^3=B/(2D)=6/h^3\) and \(\delta=\sqrt2/q=0.78\,h\), or \(\delta/a=0.026\).

Now \(C\propto(a+\delta)^6\), while the detached area remains \(\pi a^2\). At fixed pressure \(G\propto(a+\delta)^5/a\), and at fixed volume \(G\propto(a+\delta)^{-7}/a\). Relative to the rigid clamp, \(G\) changes by \(1.026^5-1\approx+14\%\) at the same pressure and by \(1.026^{-7}-1\approx-16\%\) at the same volume. The full circular plate on these springs, shear force included, gives +13.7% and −16.4%, with local exponents 3.87 and −7.82. The powers 4 and −8 thus belong to the limit \(h/a\to0\). The spring stiffness is itself an estimate, and it makes the rim somewhat too soft: for an isotropic film and substrate of the same material, full elasticity gives about +11% and −14%.

**Smaller effects.** Each is taken alone, at fixed pressure, relative to the simple model.

- Stretching of the deflected film, from a nonlinear plate calculation, lowers \(G\) by 1.1%.
- A tensile film stress of 10 MPa lowers it by 5.5%.
- A temperature rise of 100 K, with a rough modulus loss of 60 ppm/K, raises it by 0.6%.

Anisotropy leaves the mean \(G\) unchanged but not its distribution. The rim curvature is uniform, so by part (c) the local \(G\) follows the radial bending stiffness. Along the cube axes this is proportional to \(Q_{11}\), and along the diagonals to \((Q_{11}+Q_{12})/2+Q_{66}\). The local values lie 9.3% below and 9.3% above the mean. With a uniform \(\Gamma\), the front would first advance along the diagonals, so a circular front is itself an approximation.

**The real case.** The example resembles a thinned device layer on a directly bonded wafer. A layer of 10 µm is thin but realistic. An interface energy of 0.05 J/m² represents a weak bond made at room temperature; annealed bonds reach roughly 1 J/m² or more. To drive such a bond at the same radius, \(p\) must rise by a factor of about 3, since \(G\propto p^2\). The linear formula then gives \(w_0/h\approx0.44\). Stretching reduces this to about 0.41 and lowers \(G\) by about 8%, a little less than scaling the small correction by \(p^2\) would suggest. Of the assumptions examined for the weak bond, the rigid clamp moves \(G\) the most, by 10 to 15%, provided the film stress is no more than the 10 MPa assumed above, while an ordinary supply line can change the sign of its growth. Moisture can also weaken oxide bonds over time, so a constant \(\Gamma\) is an idealization when the fluid is water. The surface energy of water, \(\gamma\approx0.07\) J/m², also exceeds the \(\Gamma\) used here. Wetting the two new faces at contact angle \(\theta\) shifts the energy balance by \(2\gamma\cos\theta\), up to about 0.14 J/m², so \(\Gamma\) must be read as the effective value in water, not the value in air.

The values used in this example are collected in the numerical output below.

## Calculated quantities

```
film thickness h            10 um
blister radius a            300 um
excess pressure p           0.15 MPa
interface energy            0.050 J/m^2
silicon C11, C12, C44       166, 64, 80 GPa
averaged plate modulus B    155.8 GPa
averaged Poisson ratio      0.159
bending stiffness D         12.99 uJ
blister volume V            1.378e+05 um^3
central deflection w0       1.462 um
ratio w0/h                  0.146
ratio h/a                   0.0333
strain energy               10.33 nJ
edge bending stress         101 MPa
G at start                  0.1096 J/m^2
G at start, converted       0.00684 eV/A^2
radius after 10% growth     330 um
G there, fixed pressure     0.1605 J/m^2
G there, fixed volume       0.0512 J/m^2
computed exponent, fixed p  4.0000
computed exponent, fixed V  -8.0000
critical radius, fixed p    246.5 um
arrest radius, fixed V      330.9 um
overshoot bound, fixed V    370.4 um
Neglected effects
root give: G at fixed p     +13.7 %
root give: G at fixed V     -16.4 %
root give: exponent, p      3.87
root give: exponent, V      -7.82
stretching: G at fixed p    -1.08 %
assumed film prestress      10 MPa
prestress: G at fixed p     -5.5 %
rim G, lowest vs mean       -9.3 %
rim G, highest vs mean      +9.3 %
assumed modulus loss        60 ppm/K
assumed temperature rise    100 K
warming: G at fixed p       +0.60 %
water bulk modulus          2.2 GPa
supply line volume          1.0 uL
exponent with that line     -4.03
line volume, exponent zero  4.04 uL
```
